# Silicon valley masses and hard-wall ladders on three surfaces

## The question

The conduction band of unstrained silicon has six equal minima, called valleys, on the positive and negative cube axes of reciprocal space. Near each minimum the constant-energy surfaces are ellipsoids of revolution about that axis. The longitudinal mass is \(m_l\) along the axis and the transverse mass is \(m_t<m_l\) across it.

A silicon layer of thickness \(L\) lies between two parallel, impenetrable walls with unit normal \(\mathbf n\). The potential between them is flat. Treat each valley separately in the effective-mass approximation, with an envelope function that vanishes at both walls.

Use Rydberg atomic units: \(\hbar^2/2m_e=1\), lengths in bohr and energies in Ry. Masses are given as multiples of the free-electron mass \(m_e\), so a particle of mass \(m\) and wave number \(k\) has kinetic energy \(k^2/m\). Measure energies from the bulk valley minimum and wave vectors from the valley centre. Where numbers are needed, take the rounded values \(m_l=0.92\), \(m_t=0.19\), and \(L=100\) bohr, which is 5.29 nm.

## Part (a)

**Write the bulk energy of a valley with unit axis \(\mathbf v\) for an arbitrary wave vector. Then separate the wave vector into a part along \(\mathbf n\) and a part in the surface plane.**

**Answer.** The component of \(\mathbf k\) along the valley axis is \(\mathbf k\cdot\mathbf v\). By Pythagoras, the squared component across it is \(k^2-(\mathbf k\cdot\mathbf v)^2\). Each part is divided by its own mass:

\[
E(\mathbf k)=\frac{(\mathbf k\cdot\mathbf v)^2}{m_l}+\frac{k^2-(\mathbf k\cdot\mathbf v)^2}{m_t}
=\mathbf k\cdot W\mathbf k ,
\]

\[
W=\frac{1}{m_t}\,I+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf v\mathbf v^{T}.
\]

Here \(I\) is the unit matrix and \(W\) is the symmetric inverse-mass tensor. Its eigenvalues are \(1/m_l\) and, twice, \(1/m_t\). All are positive, so \(E(\mathbf k)>0\) for every \(\mathbf k\neq0\).

Now write \(\mathbf k=\kappa\mathbf n+\mathbf q\) with \(\mathbf q\cdot\mathbf n=0\). Since \(W\) is symmetric, the two cross terms are equal, and

\[
E=A\kappa^2+2b\kappa+C,
\]
\[
A=\mathbf n\cdot W\mathbf n,\qquad b=\mathbf n\cdot W\mathbf q,\qquad C=\mathbf q\cdot W\mathbf q .
\]

The term \(2b\kappa\) couples motion along the normal to motion in the plane. It can be nonzero when the valley axis is neither parallel nor perpendicular to \(\mathbf n\).

## Part (b)

**Find the energy levels between the walls for fixed \(\mathbf q\). Identify the mass that sets the ladder, and show where each subband has its minimum.**

**Answer.** Let \(z\) be the distance from one wall along \(\mathbf n\). The layer is uniform in its plane, so \(\mathbf q\) is conserved and the envelope is \(e^{i\mathbf q\cdot\mathbf r}G(z)\). Replacing \(\kappa\) by \(-i\,d/dz\) gives

\[
-A\,G''-2ib\,G'+C\,G=E\,G,\qquad G(0)=G(L)=0 .
\]

The first derivative can be removed by a phase factor. Put \(G=e^{-i\beta z}f\), with \(\beta\) real and still free. Then

\[
G'=e^{-i\beta z}(f'-i\beta f),\qquad
G''=e^{-i\beta z}(f''-2i\beta f'-\beta^2 f).
\]

Insert these and cancel the common phase:

\[
-Af''+2i(A\beta-b)f'+(A\beta^2-2b\beta+C)f=Ef .
\]

The choice \(\beta=b/A\) removes \(f'\). The terms in \(\beta\) that remain are \(b^2/A-2b^2/A=-b^2/A\), so

\[
-A f''=\left(E-C+\frac{b^2}{A}\right)f .
\]

The phase factor has modulus one, so \(f\) vanishes at the same walls as \(G\). If the bracket were zero, \(f\) would be a straight line; if it were negative, \(f\) would be a combination of real exponentials. Neither can vanish at two points unless it vanishes everywhere. The bracket is therefore positive and \(f=\sin(\pi jz/L)\) with \(j=1,2,\dots\), which gives

\[
E_j(\mathbf q)=A\left(\frac{\pi j}{L}\right)^2+C-\frac{b^2}{A}.
\]

To locate the minimum, complete the square in the bulk energy:

\[
E(\kappa\mathbf n+\mathbf q)=A\left(\kappa+\frac bA\right)^2+C-\frac{b^2}{A}.
\]

At \(\kappa=-b/A\) the right side is \(C-b^2/A\), and the left side is the bulk energy of a wave vector that is nonzero whenever \(\mathbf q\ne0\). Hence \(C-b^2/A>0\) for \(\mathbf q\neq0\), and it is zero at \(\mathbf q=0\). Every subband has its minimum at \(\mathbf q=0\), where

\[
E_j=\frac{1}{m_z}\left(\frac{\pi j}{L}\right)^2,\qquad
\frac1{m_z}=A=\mathbf n\cdot W\mathbf n .
\]

This \(m_z\) is the confinement mass. The heavier it is, the lower the ladder.

The standing wave also has a simple reading. It combines two bulk waves with \(\kappa=-b/A\pm\pi j/L\). Their normal velocities are proportional to \(\partial E/\partial\kappa=2(A\kappa+b)=\pm2A\pi j/L\). A wall thus reverses the normal velocity while keeping \(\mathbf q\) and the energy. For a tilted valley with \(b\neq0\), this is different from reversing \(\kappa\).

## Part (c)

**Find the confinement masses and the number of valleys in each ladder for (100), (110) and (111) surfaces. Which ladder is lowest in each case?**

**Answer.** Let \(c=\mathbf n\cdot\mathbf v\) be the cosine of the angle between the normal and the valley axis. Setting \(\mathbf k=\mathbf n\) in the bulk energy gives

\[
\frac1{m_z}=\frac{c^2}{m_l}+\frac{1-c^2}{m_t}
=\frac1{m_t}-c^2\left(\frac1{m_t}-\frac1{m_l}\right).
\]

Because \(m_l>m_t\), the last bracket is positive, and \(1/m_z\) falls as \(c^2\) grows. The valleys whose axes lie closest to the normal have the heaviest confinement mass and the lowest ladder. Opposite valleys have the same \(c^2\) and therefore the same ladder.

**(100).** With \(\mathbf n=(1,0,0)\), the two valleys on the \(x\) axis have \(c^2=1\), and the other four have \(c^2=0\):

\[
m_z=m_l\ \text{(2 valleys)},\qquad m_z=m_t\ \text{(4 valleys)}.
\]

The twofold ladder is lowest.

**(110).** With \(\mathbf n=(1,1,0)/\sqrt2\), the four valleys on the \(x\) and \(y\) axes have \(c^2=1/2\). For them

\[
\frac1{m_z}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right)=\frac{m_l+m_t}{2m_lm_t},
\qquad m_z=\frac{2m_lm_t}{m_l+m_t}.
\]

The two valleys on the \(z\) axis have \(c^2=0\) and \(m_z=m_t\). The fourfold ladder is lowest.

**(111).** With \(\mathbf n=(1,1,1)/\sqrt3\), all six valleys have \(c^2=1/3\):

\[
\frac1{m_z}=\frac1{3m_l}+\frac2{3m_t}=\frac{m_t+2m_l}{3m_lm_t},
\qquad m_z=\frac{3m_lm_t}{m_t+2m_l}.
\]

There is one sixfold ladder, and it is necessarily the lowest.

Two limits check these expressions. If \(m_l=m_t=m\), every mass becomes \(m\), as it must for spherical valleys. If \(m_l\to\infty\) at fixed \(m_t\), the heavy (100) mass grows without bound, but the tilted masses tend to \(2m_t\) on (110) and \(3m_t/2\) on (111). A tilted valley always has a light transverse direction with a component along the normal, and this keeps its confinement mass finite.

## Part (d)

**Evaluate the masses and the first two rungs for the given layer. Does the whole of the lowest ladder lie below the first rung of the other?**

**Answer.** The common factor is \((\pi/L)^2=0.98696\) mRy. For the tilted valleys,

\[
m_z^{(110)}=\frac{2(0.92)(0.19)}{0.92+0.19}=0.315,
\]
\[
m_z^{(111)}=\frac{3(0.92)(0.19)}{0.19+2(0.92)}=0.258 .
\]

Dividing the common factor by the unrounded mass gives the first rung. The second is four times higher, since \(E_j\propto j^2\).

| Surface | Valleys | \(m_z/m_e\) | \(E_1\) (mRy) | \(E_2\) (mRy) |
|---|---:|---:|---:|---:|
| (100) | 2 | 0.920 | 1.07 | 4.29 |
| (100) | 4 | 0.190 | 5.19 | 20.8 |
| (110) | 4 | 0.315 | 3.13 | 12.5 |
| (110) | 2 | 0.190 | 5.19 | 20.8 |
| (111) | 6 | 0.258 | 3.82 | 15.3 |

With 1 Ry = 13.606 eV, the lowest rungs are 14.6 meV on (100), 42.6 meV on (110) and 52.0 meV on (111).

"Lowest ladder" means lower at each equal \(j\). To compare unequal rungs, let the heavier and lighter masses be \(m_h\) and \(m_s\). The second heavy rung lies below the first light rung if

\[
\frac4{m_h}<\frac1{m_s},\qquad\text{that is}\qquad \frac{m_h}{m_s}>4 .
\]

On (100) the ratio is \(m_l/m_t=4.84\), so the condition holds: 4.29 mRy is below 5.19 mRy. The third heavy rung would need a ratio above 9, so it lies above the first light rung. The order from the bottom is therefore heavy first, heavy second, light first. This order of unequal rungs has a margin of only 0.9 mRy and belongs to hard walls and a flat well. A finite barrier lowers the light rung more than the heavy one. With a barrier of 3.15 eV and a barrier mass of 0.5, roughly silicon dioxide, the first light rung (3.9 mRy) falls slightly below the second heavy rung (4.0 mRy).

On (110) the ratio is

\[
\frac{m_h}{m_s}=\frac{2m_l}{m_l+m_t}<2 ,
\]

because \(m_t>0\). For the chosen masses it is 1.66. The first light rung then lies below the second heavy rung, whatever the value of \(m_l/m_t>1\). So on neither surface does the whole lowest ladder lie below the other one.

The order matters for the number of valleys available to electrons. If only the lowest subband is occupied, the electrons share two valleys on (100), four on (110) and six on (111). For this layer that requires low temperature and low density. At 300 K, \(k_BT=1.90\) mRy, and for non-degenerate electrons the lowest subband of this model holds only about 59% of them on (100) and 82% on (110); at 77 K it holds more than 99%. The separation of the first rungs is 4.12 mRy on (100) and 2.06 mRy on (110). For parabolic valleys both separations scale as \(L^{-2}\), so halving the thickness makes them four times larger. In real silicon this holds fairly well on (100), to about 5% down to 50 bohr, but it fails on (110). There the twofold valleys are confined along [110], a direction in which the two conduction bands that meet at the X point couple and the band is strongly non-parabolic. With that coupling included, the (110) separation is about 1.5 mRy at 100 bohr, about 2.2 mRy at 70 bohr and only about 0.6 mRy at 50 bohr, and in somewhat thinner layers the twofold valleys can become the lowest.

## Part (e)

**A student averages masses instead of inverse masses and uses \(\mathbf n\cdot M\mathbf n\), with \(M=W^{-1}\), as the confinement mass. Test this on a tilted (110) valley. What motion does the student's mass describe?**

**Answer.** Take the valley on the \(x\) axis, so that \(M=\mathrm{diag}(m_l,m_t,m_t)\). For \(\mathbf n=(1,1,0)/\sqrt2\),

\[
\mathbf n\cdot M\mathbf n=\frac{m_l+m_t}{2}=0.555 .
\]

The correct value is 0.315. The student's first rung would be \(0.98696/0.555=1.78\) mRy instead of 3.13 mRy, which is 43% below the correct hard-wall value. On (100) the two rules agree, because \(\mathbf n\) is then a principal axis of every valley.

The two masses hold different quantities fixed. With \(\hbar=1\), the velocity is \(\mathbf u=\partial E/\partial\mathbf k=2W\mathbf k\), so \(\mathbf k=M\mathbf u/2\) and

\[
E=\mathbf k\cdot W\mathbf k=\tfrac14\,\mathbf u\cdot M\mathbf u .
\]

If the velocity is forced to lie along the normal, \(\mathbf u=u\mathbf n\), the energy is \(\frac14(\mathbf n\cdot M\mathbf n)u^2\). The student's mass therefore describes motion with no in-plane velocity. Uniform walls do not impose that condition. They conserve the in-plane wave vector, and at fixed \(\mathbf q\) the coefficient of \(\kappa^2\) is \(\mathbf n\cdot W\mathbf n\).

The value 0.555 does appear in this valley, but for motion in the plane. Let \(\mathbf q=q\,\mathbf t\) with \(\mathbf t=(1,-1,0)/\sqrt2\). Define

\[
S=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\qquad
D=\frac12\left(\frac1{m_l}-\frac1{m_t}\right).
\]

Then \(A=S\), \(C=Sq^2\) and \(b=Dq\). The in-plane energy found in part (b) becomes

\[
C-\frac{b^2}{A}=q^2\,\frac{S^2-D^2}{S}
=q^2\,\frac{(S+D)(S-D)}{S}.
\]

Since \(S+D=1/m_l\) and \(S-D=1/m_t\),

\[
C-\frac{b^2}{A}=\frac{q^2}{m_lm_tS}=\frac{2q^2}{m_l+m_t}.
\]

The in-plane mass along \([1\bar10]\) is thus \((m_l+m_t)/2\). At \(q=0.02\) per bohr the subband rises by \(0.0004/0.555\) Ry, or 0.721 mRy. A direct grid solution of the wall problem, which keeps the first-derivative term, gives the same rise and the same mass to the digits quoted.

## Part (f)

**Among all possible surface orientations, which have the lowest and the highest ground rung? How does the ground rung respond to a small misorientation of each?**

**Answer.** Let \(A_i\) be the inverse confinement mass of the valley pair on cube axis \(i\). From part (c), with \(c=n_i\),

\[
A_i=\frac1{m_t}-n_i^2\left(\frac1{m_t}-\frac1{m_l}\right).
\]

The ground rung is set by the smallest \(A_i\). Since \(n_i^2\le1\), no \(A_i\) can be below \(1/m_l\), and this value requires \(n_i^2=1\). The (100) surface and its cubic equivalents have the lowest ground rung.

For the upper limit, add the three inverse masses and use \(n_x^2+n_y^2+n_z^2=1\):

\[
A_x+A_y+A_z=\frac3{m_t}-\left(\frac1{m_t}-\frac1{m_l}\right)=\frac1{m_l}+\frac2{m_t}.
\]

The sum does not depend on orientation. The smallest of three numbers cannot exceed their mean, so

\[
\min_i A_i\le\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\]

The right side is the (111) value. Equality requires all three \(A_i\) to be equal, hence \(n_i^2=1/3\). The (111) surface and its equivalents have the highest ground rung.

For a small tilt \(\theta\) away from (100), the relevant cosine obeys \(c^2=\cos^2\theta\simeq1-\theta^2\). The ground rung rises quadratically in \(\theta\).

Near (111), write \(n_i=1/\sqrt3+\eta_i\). To first order, \(n_i^2=1/3+2\eta_i/\sqrt3\), and normalization requires \(\sum_i\eta_i=0\). For any nonzero tilt at least one \(\eta_i\) is positive, and the largest is proportional to \(\theta\). The ground rung therefore falls linearly, and the sixfold ladder splits. A tilt towards (100) leaves two valleys lowest; a tilt towards (110) leaves four.

A scan of 5000 random normals agrees with these bounds. Its ground rungs run from 1.0730 to 3.7845 mRy, inside the limits 1.0728 and 3.8206 mRy. The scan comes much closer to the lower limit than to the upper one, as expected from a smooth minimum and a sharp maximum.

## Part (g)

**Would a common potential \(V(z)\) between the walls change which ladder is lowest? Would strain? State what else the model leaves out.**

**Answer.** Add the same real potential \(V(z)\) for all valleys. It commutes with the phase factor of part (b), so at \(\mathbf q=0\) the equation is

\[
-Af''+V(z)f=Ef,\qquad f(0)=f(L)=0 .
\]

For a normalized level, the derivative of the energy with respect to \(A\) is the expectation value of the derivative of the Hamiltonian. Integrating by parts, with no boundary term because \(f\) vanishes at the walls,

\[
\frac{dE_j}{dA}=-\int_0^L f^*f''\,dz=\int_0^L|f'|^2\,dz>0 .
\]

The integral cannot vanish, since a constant \(f\) would be zero everywhere. At equal \(j\), a heavier confinement mass still gives a lower level. A gate field that acts equally on all valleys thus changes the spacings but keeps the ladder order found in part (c). The comparison of unequal rungs in part (d) does depend on the flat potential: on (100), a uniform field of 1 MV/cm across the 100-bohr layer puts the first light rung (21.8 mRy) below the second heavy rung (22.4 mRy).

Strain can change the order because it can shift the valley minima relative to one another. Suppose it lowers the valleys of the light ladder by \(\Delta>0\) relative to those of the heavy ladder, with the masses unchanged. In the flat well, the first rungs exchange order when

\[
\Delta>\left(\frac{\pi}{L}\right)^2\left(\frac1{m_s}-\frac1{m_h}\right).
\]

For the 100-bohr layer this threshold is 4.12 mRy on (100) and 2.06 mRy on (110). At fixed \(\Delta\), the exchange occurs for layers thicker than

\[
L_c=\pi\sqrt{\frac{1/m_s-1/m_h}{\Delta}} .
\]

In thinner layers confinement outweighs the strain shift, as long as the valleys stay parabolic; for thin (110) silicon they do not, as noted in part (d). If strain instead lowers the heavy valleys, it increases the separation. On (111), any strain that shifts the valley pairs unequally splits the sixfold ladder, because confinement provides no separation to overcome.

The model also omits penetration into real barriers, departures from parabolic bands and coupling between valleys at the walls. The energies above are therefore results for hard walls and rounded masses, not predictions for a particular transistor. Within the model, grid solutions for all six valleys, at zero and nonzero \(\mathbf q\), agree with the level formula to a largest relative difference of \(4.6\times10^{-5}\) for the first three rungs on the three surfaces.

## Values computed for the example and the checks

```
longitudinal mass m_l = 0.92 m_e
transverse mass m_t = 0.19 m_e
mass ratio m_l/m_t = 4.842
thickness L = 100 bohr = 5.292 nm
(pi/L)^2 = 0.98696 mRy
1 Ry = 13.60569 eV
surface (100), heaviest ladder first:
  valleys 2: m_z = 0.9200 m_e, from grid 0.9200 m_e
    E1 = 1.0728 mRy, E2 = 4.2911 mRy
  valleys 4: m_z = 0.1900 m_e, from grid 0.1900 m_e
    E1 = 5.1945 mRy, E2 = 20.7781 mRy
  lowest rung = 14.60 meV
  separation of first rungs = 4.1217 mRy
  ratio of the two masses = 4.842
surface (110), heaviest ladder first:
  valleys 4: m_z = 0.3150 m_e, from grid 0.3150 m_e
    E1 = 3.1337 mRy, E2 = 12.5346 mRy
  valleys 2: m_z = 0.1900 m_e, from grid 0.1900 m_e
    E1 = 5.1945 mRy, E2 = 20.7781 mRy
  lowest rung = 42.64 meV
  separation of first rungs = 2.0609 mRy
  ratio of the two masses = 1.658
surface (111), heaviest ladder first:
  valleys 6: m_z = 0.2583 m_e, from grid 0.2583 m_e
    E1 = 3.8206 mRy, E2 = 15.2825 mRy
  lowest rung = 51.98 meV
(110) tilted valley, wrong average n.M.n = 0.5550 m_e
  wrong first rung = 1.7783 mRy
  in-plane mass along [1-10], grid = 0.5550 m_e
  rise at q = 0.02/bohr, grid = 0.7207 mRy
random normals tested = 5000
  smallest ground rung found = 1.0730 mRy
  largest ground rung found = 3.7845 mRy
largest relative grid-formula difference = 4.6e-05
```
